# Energy lost per cycle in a creeping solder joint

## Problem

A solder joint connects a component to a circuit board. The two expand by different amounts when the temperature changes, so a temperature ripple shears the joint back and forth. Describe the solder as a Maxwell element: a spring of shear modulus $G$ in series with a dashpot of viscosity $\eta$. The relaxation time is $\tau=\eta/G$. The imposed engineering shear strain is

$$\gamma(t)=\gamma_0\sin\omega t ,$$

with $\gamma_0$, $G$ and $\eta$ held fixed while the angular frequency $\omega$ is varied.

(a) How does the energy dissipated per unit volume in one steady cycle, $W$, depend on $\omega$? Is there a frequency at which it is greatest, and what happens for very slow and very fast cycling?

(b) Evaluate the result for a tin-silver-copper joint near 373 K, with the rough values $G=15$ GPa and $\eta=9\times10^{12}$ Pa s. The temperature amplitude is 3 K, the difference of expansion coefficients 10 ppm/K, the distance from the neutral point of the assembly 5 mm, the joint height 0.30 mm and its diameter 0.40 mm.

## A tempting solution

Only the dashpot dissipates. A dashpot sheared at the rate $\dot\gamma$ carries the stress $\eta\dot\gamma$ and turns work into heat at the rate $\eta\dot\gamma^2$ per unit volume. Here $\dot\gamma=\gamma_0\omega\cos\omega t$. The average of $\cos^2\omega t$ over a period $T=2\pi/\omega$ is $1/2$, so

$$W_{\text{wrong}}=\eta\gamma_0^2\omega^2\cdot\frac12\cdot\frac{2\pi}{\omega}=\pi\eta\omega\gamma_0^2 .$$

This loss grows in proportion to frequency. It has no maximum, and fast cycling appears to be the most dissipative.

## Where it fails

The expression $\eta\dot\gamma^2$ needs the strain rate of the dashpot, but the rate inserted was that of the whole element. In a series connection the two parts carry the same stress and share the strain:

$$\gamma=\gamma_s+\gamma_v,\qquad \sigma=G\gamma_s=\eta\dot\gamma_v .$$

Here $\gamma_s$ is the strain of the spring and $\gamma_v$ that of the dashpot. Setting $\gamma_v=\gamma$ amounts to declaring the spring rigid. This is acceptable when the motion is so slow that the stress, and with it the spring strain, stays small. In fast motion the dashpot resists strongly and the spring takes up most of the strain. We therefore have to find the stress first.

## The stress in the steady cycle

Differentiate the sum of strains and insert $\dot\gamma_s=\dot\sigma/G$ and $\dot\gamma_v=\sigma/\eta$:

$$\dot\gamma=\frac{\dot\sigma}{G}+\frac{\sigma}{\eta}.$$

Multiplication by $G$ gives, with $G/\eta=1/\tau$,

$$\dot\sigma+\frac{\sigma}{\tau}=G\gamma_0\omega\cos\omega t. \tag{1}$$

The equation is linear and driven at one frequency, so we try

$$\sigma=\gamma_0\left(G'\sin\omega t+G''\cos\omega t\right).$$

The part $G'$ is in phase with the strain and $G''$ is in phase with the strain rate. The derivative is $\dot\sigma=\gamma_0\omega(G'\cos\omega t-G''\sin\omega t)$. Equation (1) must hold at all times, so the sine and cosine terms must balance separately. After division by $\gamma_0$ and multiplication by $\tau$, and with $x=\omega\tau$,

$$\text{sine: } -xG''+G'=0,\qquad \text{cosine: } xG'+G''=Gx .$$

The first equation gives $G'=xG''$. Inserted in the second, it gives $(1+x^2)G''=Gx$. Hence

$$G''=\frac{Gx}{1+x^2},\qquad G'=\frac{Gx^2}{1+x^2}. \tag{2}$$

The general solution of (1) also contains $Ce^{-t/\tau}$, which solves the equation without drive. If the joint starts free of stress at $t=0$, then $\gamma_0G''+C=0$, so $C=-\gamma_0G''$. This start-up term dies out within a few relaxation times. What follows concerns the cycle that remains.

## The loss per cycle

The work done on unit volume in one period is the area of the stress-strain loop:

$$W=\int_0^T\sigma\dot\gamma\,dt=\gamma_0^2\omega\int_0^T\left(G'\sin\omega t\cos\omega t+G''\cos^2\omega t\right)dt .$$

The first term integrates to zero over a period; the second integral is $T/2=\pi/\omega$. Therefore

$$W=\pi G''\gamma_0^2=\pi G\gamma_0^2\,\frac{x}{1+x^2}. \tag{3}$$

Is all this work dissipated? Multiply the strain-rate equation by $\sigma$:

$$\sigma\dot\gamma=\frac{d}{dt}\left(\frac{\sigma^2}{2G}\right)+\frac{\sigma^2}{\eta}.$$

The first term on the right is the change of energy stored in the spring. In a steady cycle the stress returns to its initial value, so this term integrates to zero. The work equals the heat produced in the dashpot.

To find the maximum, differentiate (3) at fixed $G$, $\tau$ and $\gamma_0$:

$$\frac{dW}{dx}=\pi G\gamma_0^2\,\frac{(1+x^2)-x\cdot 2x}{(1+x^2)^2}=\pi G\gamma_0^2\,\frac{1-x^2}{(1+x^2)^2}.$$

The derivative is positive for $x<1$ and negative for $x>1$. The loss thus has one maximum, at

$$\omega\tau=1,\qquad W_{\max}=\frac{\pi}{2}G\gamma_0^2. \tag{4}$$

At the extremes,

$$W\approx\pi G\gamma_0^2x\to0\quad(x\to0),\qquad W\approx\frac{\pi G\gamma_0^2}{x}\to0\quad(x\to\infty).$$

Since $Gx=\eta\omega$, the slow limit is $\pi\eta\omega\gamma_0^2$, the tempting result. That result is too large by the factor $1+x^2$: negligibly when $x\ll1$, and by a factor of two at the peak.

The width of the peak follows from writing (3) as $W=\pi G\gamma_0^2/(x+1/x)$, which is unchanged when $x$ is replaced by $1/x$. Half the maximum requires $x+1/x=4$, or $x^2-4x+1=0$, so $x=2\pm\sqrt3$, that is 0.268 and 3.732. The peak is broad: the loss stays above half its maximum over a factor of about 14 in frequency.

## Why both extremes are quiet

The stress amplitude follows from (2):

$$\sigma_0=\gamma_0\sqrt{G'^2+G''^2}=G\gamma_0\frac{\sqrt{x^4+x^2}}{1+x^2}=\frac{G\gamma_0x}{\sqrt{1+x^2}} .$$

The dashpot rate has amplitude $\sigma_0/\eta$. Division by $\omega$ gives the amplitude of the dashpot strain, and with $\eta\omega=Gx$,

$$\gamma_{v0}=\frac{\sigma_0}{\eta\omega}=\frac{\gamma_0}{\sqrt{1+x^2}} .$$

Stress and dashpot rate are in phase, so the mean of their product is $\sigma_0\omega\gamma_{v0}/2$. Over a period this gives

$$W=\pi\sigma_0\gamma_{v0}.$$

Dissipation needs both a force and a flow. In slow cycling the dashpot follows nearly the whole strain, but against almost no stress. In fast cycling the stress approaches $G\gamma_0$, but the dashpot hardly moves. The formula also repairs the first attempt: with $\gamma_{v0}$ in place of $\gamma_0$, $\pi\eta\omega\gamma_{v0}^2$ is equation (3).

## What has to be held fixed

The peak belongs to energy per cycle. The mean power is

$$P=\frac{W\omega}{2\pi}=\frac{G\gamma_0^2}{2\tau}\,\frac{x^2}{1+x^2}=\frac{G\gamma_0^2}{2\tau}\left(1-\frac1{1+x^2}\right).$$

It rises steadily with frequency towards $G\gamma_0^2/(2\tau)$. Each fast cycle costs little, but there are many of them.

The peak also requires a fixed strain amplitude. If the stress amplitude $\sigma_0$ is fixed instead, integration of $\sigma^2/\eta$ gives

$$W=\frac{\sigma_0^2}{\eta}\cdot\frac{T}{2}=\frac{\pi\sigma_0^2}{\eta\omega},$$

which falls steadily with frequency and grows without bound in slow cycling, because the dashpot then has time to flow ever further.

Finally, the vanishing loss at low frequency depends on a waveform whose strain rate falls as the period grows. Suppose that the strain jumps between $+\gamma_0$ and $-\gamma_0$ and is held for $T/2$ after each jump, as a crude picture of on-off operation. During a hold the total strain is constant, so (1) has no drive and the stress decays by the factor $q=e^{-T/(2\tau)}$. Let the stress just after an upward jump be $s$. It decays to $qs$, and the downward jump changes it by $-2G\gamma_0$. In a steady cycle the result must be $-s$:

$$qs-2G\gamma_0=-s\quad\Rightarrow\quad s=\frac{2G\gamma_0}{1+q}.$$

Each hold dissipates the spring energy that disappears, $s^2(1-q^2)/(2G)$. Two holds per cycle give

$$W_{\text{square}}=\frac{s^2(1-q^2)}{G}=4G\gamma_0^2\,\frac{1-q}{1+q}=4G\gamma_0^2\tanh\frac{T}{4\tau}.$$

This increases steadily with the period and levels off at $4G\gamma_0^2$. A long hold lets all the stored energy relax, however rarely the jumps come. The sinusoid differs because its strain rate falls everywhere in the cycle as the period grows. A real ramp counts as a jump here if it is short compared with both $\tau$ and the period.

## The numbers

If board and component are taken as rigid apart from their thermal expansion, the mismatch displacement is spread over the joint height:

$$\gamma_0=\frac{(10\times10^{-6}\ \text{K}^{-1})(3\ \text{K})(5\ \text{mm})}{0.30\ \text{mm}}=5.0\times10^{-4}.$$

The relaxation time is

$$\tau=\frac{9\times10^{12}\ \text{Pa s}}{15\times10^{9}\ \text{Pa}}=600\ \text{s}.$$

The loss is greatest at $\omega=1/\tau=1.67\times10^{-3}$ rad/s, that is, at a period of $2\pi\tau=62.8$ min. The period is longer than the relaxation time by the factor $2\pi$, since the condition involves angular frequency.

The elastic stress scale is $G\gamma_0=7.5$ MPa, and the stress amplitude at the peak is $7.5/\sqrt2=5.3$ MPa. Equation (4) gives

$$W_{\max}=\frac{\pi}{2}(15\times10^9\ \text{Pa})(5.0\times10^{-4})^2=5.89\ \text{kJ/m}^3 .$$

With a joint volume of 0.0377 mm³ this is 0.222 µJ per joint and cycle. Other periods, at the same strain amplitude, give:

| Period (min) | $\omega\tau$ | Stress amplitude (MPa) | $W$ (kJ/m³) | Mean power (W/m³) |
|---:|---:|---:|---:|---:|
| 1 | 62.8 | 7.50 | 0.187 | 3.12 |
| 10 | 6.28 | 7.41 | 1.83 | 3.05 |
| 60 | 1.05 | 5.42 | 5.88 | 1.63 |
| 600 | 0.105 | 0.78 | 1.22 | 0.034 |
| 6000 | 0.0105 | 0.08 | 0.123 | 0.0003 |

At one minute the stress amplitude is close to the purely elastic value $G\gamma_0$, yet the loss per cycle is about 3% of the maximum. The tempting formula would give $\pi G\gamma_0^2x=2W_{\max}x\approx740$ kJ/m³ there, nearly 4000 times too much. At 6000 minutes the loss is again small, now because the stress has relaxed away. The mean power is greatest in the first row, where it is near its limit of 3.125 W/m³.

As a test of the maximum, equation (1) was also solved numerically for its periodic orbit, and the loop area was maximized over $0.1\le x\le100$ without use of (3). The maximum appeared at $x=1.0000$ with $W/(G\gamma_0^2)=1.57080$, in agreement with $\pi/2$. The numerical output lists these values with the estimates below.

## How far a real joint departs from this

The material values are rough, and the 3 K ripple is deliberately gentle. A temperature amplitude twenty times larger, a swing of 120 K from lowest to highest, would give $G\gamma_0=150$ MPa, well above the few tens of megapascals that such solders roughly sustain, so the linear model cannot be scaled up to that case. Even for the gentle ripple, two assumptions matter greatly: a rigid board and a linear creep law.

**Board compliance.** Part of the mismatch stretches the board instead of shearing the joint. The joint's elastic stiffness is $k_j=GA/h=6.28$ N/µm, with cross-section $A$ and height $h$. Represent the board by a strip 5 mm long, 0.8 mm wide and 1.0 mm thick with a modulus of 20 GPa. Its stiffness is $k_b=3.20$ N/µm. The two springs in series have the stiffness

$$k=\frac{k_jk_b}{k_j+k_b}=\frac{k_j}{1+k_j/k_b}.$$

The system is still a Maxwell element, with an unchanged dashpot and a softer spring. Its relaxation time is longer by the factor $1+6.28/3.20=2.96$. The peak moves to a period of 186 min. For the same total mismatch displacement, the peak loss is proportional to the spring stiffness and falls to 0.337 of its former value. The condition "angular frequency times relaxation time equals one" survives, but the relaxation time is that of the assembly. The strip is a crude estimate: it omits bending of the board, the compliance of the component and the load shared with neighbouring joints. The value of $k_j$ is that of pure shear; by a simple beam estimate, bending of the joint itself would lower it by about a fifth if both ends are kept from rotating (by nearly 30% once the shear coefficient of a round section, about 0.9, is included), and by about half if one end can turn freely.

**Power-law creep.** At stresses of engineering interest, the creep rate of solder rises much faster than in proportion to stress. Replace the dashpot law by

$$\dot\gamma_v=\frac{\sigma}{\eta}\left|\frac{\sigma}{\sigma_r}\right|^{4},$$

which has the rough stress exponent 5. Choose $\sigma_r=5.3$ MPa, so that both laws agree at the stress amplitude of the linear peak. With a rigid board, the numerical maximum then lies at $\omega\tau=0.508$, a period of 124 min, and its height is 0.854 of the linear maximum. Here $\tau$ still means $\eta/G$, the relaxation time of the linear law. A peak remains, but the condition $\omega\tau=1$ no longer locates it. Its position depends strongly on the rough exponent: with the same matching stress, exponent 3 puts it at about 85 min, exponent 7 at about 200 min and exponent 10 at about 450 min. On the slow side the loss now falls far more slowly, because creep becomes very sluggish at low stress. In the limit of very slow cycling the dashpot takes the whole strain rate, so stress and loss scale as $\omega^{1/5}$. This limit is approached only gradually: the local exponent is still about 0.09 at 600 min and 0.15 at 6000 min. The long-period rows of the table, which use the linear law, are therefore much too low for such a joint: the power law gives about 4.6 and 3.5 kJ/m³ there, roughly 4 and 28 times more.

The position now depends on amplitude. With $s=\sigma/(G\gamma_0)$ and $\theta=\omega t$, the stress equation becomes

$$\frac{ds}{d\theta}=\cos\theta-\frac1x\left(\frac{G\gamma_0}{\sigma_r}\right)^4 s|s|^4 .$$

The frequency and the strain amplitude enter only through $x/\gamma_0^4$ at fixed $G$, $\eta$ and $\sigma_r$. Doubling $\gamma_0$ therefore multiplies the peak frequency by $2^4=16$, and the separate numerical search gave 16.00. The best period drops from 124 min to about 8 min. In the linear model it would not move at all. A relaxation time quoted for solder thus needs a stress level beside it.

**Temperature.** Creep is faster in the hot part of the ripple. For a rough activation energy $Q=0.70$ eV, the logarithm of the creep rate changes by about $Q\,\Delta T/(k_BT^2)$ for a small temperature change $\Delta T$. At the hot extreme, 3 K above the mean, the rate is higher by a factor of 1.19. With this variation in phase with the strain and the creep law otherwise linear, the peak stays at $\omega\tau=1.000$ and is lowered by 0.7%. A change of the mean temperature matters more, since it shifts $\tau$ itself: by the same estimate, 10 K more shortens it by a factor of about 1.8.

**Heat and inertia.** If the joint kept all the heat of one cycle at the peak, a density of 7400 kg/m³ and a specific heat of 220 J/(kg K) would give a temperature rise of 3.6 mK, small beside the 3 K ripple. A shear wave crosses the joint in about 0.2 µs, so inertia is negligible for periods of minutes. The uniform shear stress assumed here is still an idealization, since a real joint also bends and has stress concentrations near its edges.

For this joint, then, an hourly ripple lies at the peak of the ideal model, while either the board strip or power-law creep with exponent 5 alone moves the peak to two or three hours. Together they do far more. With exponent 5 and a fixed mismatch displacement, the peak frequency is proportional to the fifth power of the spring stiffness, since a softer spring also lowers the stress that drives the creep. The board strip then lengthens the power-law peak period by $2.96^5\approx230$, from 124 min to about 20 days. The stress amplitude there is only about 1.6 MPa, where the rough creep law may no longer hold, so this figure shows the sensitivity and is not a prediction. The ideal peak period should not be taken as that of a real joint. Nor does the loss per cycle by itself give a lifetime: that would require a separate law connecting dissipated energy with the growth of cracks.

## Calculated quantities

```
Shear modulus: 15.0 GPa; viscosity: 9.00e+12 Pa s
Expansion mismatch: 10.0 ppm/K
Temperature amplitude: 3.0 K about 373 K
Distance from neutral point: 5.0 mm
Joint height: 0.30 mm; diameter: 0.40 mm
Strain amplitude: 5.00e-04
Relaxation time: 600.0 s
Angular frequency at peak: 1.667e-03 rad/s
Period at peak: 62.8 min
Elastic stress scale G*g0: 7.50 MPa
Stress amplitude at peak: 5.30 MPa
Dashpot strain amplitude at peak: 3.536e-04
Peak loss per cycle: 5.890 kJ/m3
Joint volume: 0.0377 mm3
Peak loss per joint and cycle: 0.222 uJ
High-frequency mean power limit: 3.125 W/m3
Half-loss x values: 0.268 and 3.732
Peak x found by orbit solver: 1.0000
Peak scaled loss found by orbit solver: 1.57080
Period(min)  x  stress(MPa)  loss(kJ/m3)  mean power(W/m3)
    1  62.8319  7.499  0.1875  3.1242
   10  6.2832  7.407  1.8287  3.0478
   60  1.0472  5.424  5.8842  1.6345
  600  0.1047  0.781  1.2203  0.0339
 6000  0.0105  0.079  0.1234  0.0003
Board modulus: 20.0 GPa
Board strip thickness: 1.0 mm; width: 0.8 mm
Joint stiffness: 6.28 N/um
Board strip stiffness: 3.20 N/um
With board: relaxation time factor 2.96
With board: peak period 186 min
With board: peak loss ratio 0.337
Power-law exponent: 5
Power law: peak at x = 0.508, period 123.6 min
Power law: peak loss / linear peak = 0.854
Power law, doubled strain: peak frequency factor 16.00
Activation energy: 0.70 eV
Creep-rate factor at hot extreme: 1.191
Varying viscosity: peak x 1.000, loss ratio 0.9931
Density: 7400 kg/m3; specific heat: 220 J/(kg K)
Self-heating per cycle, no heat loss: 3.62 mK
Shear-wave transit time: 0.211 us
```
